# Choosing the Stress Step for a Noisy Piezoresistance Calculation

A mobility calculation for a strained silicon channel is ready to run, and a piezoresistance coefficient is wanted. Two stresses, $+h$ and $-h$, must be entered. A derivative is defined by a vanishing step, so 1 MPa looks safe. With the Monte Carlo integration used below, that choice gives a random error nearly four times the coefficient itself. Several hundred MPa would suppress the noise, but would mix the cubic part of the response into the result. The step has to be calculated.

## What the small step does wrong

Let $X$ be stress, positive in tension, and $R(X)=\rho(X)/\rho(0)$ the relative resistivity. The coefficient and its two-sided estimate are

$$\pi=R'(0),\qquad D(h)=\frac{\rho(h)-\rho(-h)}{2h\,\rho(0)}.$$

Suppose each computed resistivity carries an independent relative error $\epsilon$ of mean zero and standard deviation $s$. The computed estimate is

$$\hat D=\frac{R(h)(1+\epsilon_+)-R(-h)(1+\epsilon_-)}{2h(1+\epsilon_0)}.$$

To first order in the errors,

$$\hat D-D=\frac{R(h)\epsilon_+-R(-h)\epsilon_-}{2h}-D\epsilon_0 .$$

For small stress effects $R(\pm h)\approx1$. Variances of independent errors add, whatever the sign in front of them, so the first term has variance $(s^2+s^2)/(4h^2)=s^2/(2h^2)$. The last term has variance $\pi^2s^2$, smaller by the factor $2\pi^2h^2$. That factor is about 0.003 at the step chosen below, and the term is dropped from the error law.

The example has $s=0.00148$. At $h=0.001$ GPa the random error is $0.00148/(\sqrt2\times0.001)=1.05$ GPa$^{-1}$, while $|\pi|=0.272$ GPa$^{-1}$. The resistivities are good to 0.15%, but their difference is smaller than their noise.

## What the large step does wrong, and the balance

If $R$ is smooth on $[-h,h]$, Taylor's expansion gives

$$R(\pm h)=1\pm\pi h+\tfrac12R''(0)h^2\pm\tfrac16R'''(0)h^3+\cdots .$$

Subtraction removes the even terms. Division by $2h$ leaves

$$D(h)=\pi+Th^2+O(h^4),\qquad T=\tfrac16R'''(0).$$

This is the reason for computing both signs of stress. The one-sided quotient $[R(h)-1]/h$ has the leading error $R''(0)h/2$, and for small stress effects its noise variance is about $2s^2/h^2$, roughly four times larger at the same $h$.

The mean square error is the squared truncation error plus the variance:

$$M(h)=T^2h^4+\frac{s^2}{2h^2}.$$

Its derivative, $4T^2h^3-s^2/h^3$, vanishes at $h^6=s^2/(4T^2)$, hence

$$h_*=\left(\frac{s}{2|T|}\right)^{1/3}.$$

The derivative is negative below $h_*$ and positive above it, so this is the minimum. There $s=2|T|h_*^3$, and the random error is $s/(\sqrt2h_*)=\sqrt2\,|T|h_*^2$. It is $\sqrt2$ times the truncation error, and the total root-mean-square (rms) error is $\sqrt3\,|T|h_*^2$.

The same step serves a deterministic integration whose relative error is bounded by $s$ instead of being random. The worst case is then $|T|h^2+s/h$, with derivative $2|T|h-s/h^2$, which vanishes at the same $h_*$. The meaning of $s$ differs, and so does the size of the error.

How well must $T$ be known? Put $h=\lambda h_*$ and use $s^2=4T^2h_*^6$:

$$\frac{M(\lambda h_*)}{M(h_*)}=\frac{\lambda^4+2/\lambda^2}{3}.$$

An estimate of $|T|$ that is twice too large gives $\lambda=2^{-1/3}=0.79$ and raises the rms error by 9%. One that is twice too small gives $\lambda=1.26$ and raises it by 12%. A rough $T$ is enough.

The formula fails if $T$ happens to be near zero, since it then asks for an unlimited step. If the next term is $Uh^4$, one minimizes $U^2h^8+s^2/(2h^2)$ instead, which gives $h^{10}=s^2/(8U^2)$.

## A channel on which to try it

The example is an electron inversion layer on (001) silicon at 300 K, under equal tension along both in-plane axes. The resistivity is then isotropic in the plane, and $\pi$ is the sum of the longitudinal and transverse coefficients. The material parameters are rough typical values.

The surface field $F=0.65$ MV/cm forms a triangular well with an impenetrable wall. The two $\Delta_2$ valleys have their heavy mass, $m_l=0.916\,m_e$, along the normal. The four $\Delta_4$ valleys have the light mass $m_t=0.19\,m_e$ there. With $L=(\hbar^2/2m_\perp eF)^{1/3}$, Schrödinger's equation in the well becomes Airy's equation, and the lowest level is $2.338\,eFL$, where 2.338 is the magnitude of the first Airy zero. The levels are 130.96 meV for $\Delta_2$ and 221.24 meV for $\Delta_4$, a splitting $\delta_0=90.28$ meV. One subband is kept for each kind of valley.

Stress changes the splitting. Let the in-plane strain be $\varepsilon$. The surface is free, so the normal strain is $\varepsilon_\perp=-2(C_{12}/C_{11})\varepsilon$. Then

$$X=(C_{11}+C_{12})\varepsilon+C_{12}\varepsilon_\perp
=\frac{(C_{11}-C_{12})(C_{11}+2C_{12})}{C_{11}}\,\varepsilon ,$$

$$\varepsilon-\varepsilon_\perp=\frac{C_{11}+2C_{12}}{C_{11}}\,\varepsilon=\frac{X}{C_{11}-C_{12}} .$$

A valley shifts by the deformation potential $\Xi_u$ times the strain along its axis, plus a part common to all valleys. The $\Delta_4$ axes lie in the plane, so

$$\delta(X)=\delta_0+gX,\qquad g=\frac{\Xi_u}{C_{11}-C_{12}}=\frac{9000\ \text{meV}}{(166-64)\ \text{GPa}}=88.24\ \text{meV/GPa}.$$

Tension raises the $\Delta_4$ valleys relative to the $\Delta_2$ valleys.

The scattering rates follow from the golden rule. For an optical or intervalley phonon of energy $\hbar\omega$ and occupation $n$, the squared matrix element contains $\hbar D^2/(2d\omega)$, with coupling $D$ and mass density $d$. The sum over normal phonon momentum gives the overlap $O=\int|\zeta_i|^2|\zeta_j|^2dz$ of the initial and final envelopes. The sum over in-plane final states without spin flip gives $m_d/(2\pi\hbar^2)$ per valley, where $m_d$ is the density-of-states mass. For $\nu$ final valleys the product with $2\pi/\hbar$ is

$$\Gamma=\frac{\nu D^2m_dO}{2d\omega\hbar^2}\times\begin{cases}n&\text{absorption}\\ n+1&\text{emission.}\end{cases}$$

For acoustic phonons of speed $v$ and wavenumber $q$, the coupling $D$ is replaced by $D_{ac}q$, with $\omega=vq$. When $\hbar\omega$ is well below $kT$, the sum of $n$ and $n+1$ is close to $2kT/\hbar\omega$, and $q$ cancels. Absorption and emission together give $m_dD_{ac}^2kTO/(\hbar^3dv^2)$. Every rate is constant above its threshold because the density of states is constant in two dimensions.

The g-phonons (62 meV) connect opposite valleys on one axis, and the f-phonons (59 meV) connect valleys on different axes. An electron going from $\Delta_2$ to $\Delta_4$ needs kinetic energy $\delta-\hbar\omega_f$ if it absorbs an f-phonon and $\delta+\hbar\omega_f$ if it emits one. These two thresholds move with stress. As a check on the factors, an explicit sum over final states and phonon momenta gives 0.2396 ps$^{-1}$ for the f-absorption rate, as does the formula.

In this model the rate from one state to another does not depend on the direction of either momentum. The field-induced part of the distribution is odd in momentum, so its total scattering into any state vanishes. The relaxation time $\tau$ is therefore the inverse of the total rate. For nondegenerate electrons in a weak field $\mathcal E$ along $x$, the change of the distribution is $-e\mathcal E\tau v_xf_0/kT$, and the mobility of a valley is

$$\mu=\frac{e}{kT}\langle v_x^2\tau\rangle .$$

At fixed kinetic energy $E$ the average of $m_xv_x^2/2$ is $E/2$, so $v_x^2$ averages to $E/m_x$. With $x=E/kT$ distributed as $e^{-x}$,

$$\mu=\frac{e\bar\tau}{m_x},\qquad \bar\tau=\int_0^\infty x e^{-x}\tau(x)\,dx .$$

This integral is where the noise enters. The Monte Carlo calculation draws $x$ from the density $xe^{-x}$ and averages $\tau$. A reference value is also available. If $\tau$ changes from $\tau_{j-1}$ to $\tau_j$ at $x=a_j$, then

$$\bar\tau=\tau_0+\sum_j(\tau_j-\tau_{j-1})G(a_j),\qquad G(a)=\int_a^\infty xe^{-x}dx=(1+a)e^{-a}.$$

The mean times are 0.1316 ps in $\Delta_2$ and 0.0943 ps in $\Delta_4$. The $\Delta_2$ conductivity mass is $m_t$. For $\Delta_4$ the inverse mass is the mean of $1/m_l$ and $1/m_t$, since half of these valleys present each mass to the current. The mobilities are $\mu_2=1218.5$ and $\mu_4=526.9$ cm$^2$/Vs.

## The coefficient that the difference should find

Let $p$ be the fraction of electrons in $\Delta_4$. The ratio of the populations is

$$\frac{p}{1-p}=\frac{4\sqrt{m_lm_t}}{2m_t}\,e^{-\delta/kT},$$

which gives $p=0.1179$ and a total mobility $\mu=(1-p)\mu_2+p\mu_4=1137$ cm$^2$/Vs. Differentiating the logarithm of the ratio gives $p'/[p(1-p)]=-g/kT$. At fixed carrier density $\rho\propto1/\mu$, so $\pi=-\mu'/\mu$. The repopulation part is

$$\pi_{\rm rep}=-\frac{g}{kT}\,\frac{p(1-p)(\mu_2-\mu_4)}{\mu}
=-\frac{88.24\times0.1040\times691.6}{25.85\times1137}=-0.216\ \text{GPa}^{-1}.$$

Tension moves electrons out of the slower valleys, so the resistivity falls.

The moving thresholds add a second part. Since $G'(a)=-ae^{-a}$ and $da/dX=g/kT$,

$$\bar\tau_2'=\frac{g}{kT}\sum_{\rm moving}a e^{-a}(\tau_{\rm below}-\tau_{\rm above}).$$

Each bracket is positive because opening a process shortens $\tau$. The contribution to the coefficient, $-(1-p)e\bar\tau_2'/(m_t\mu)$, is $-0.056$ GPa$^{-1}$. Tension makes $\Delta_4$ harder to reach, so $\Delta_2$ electrons scatter less. Altogether

$$\pi=-0.272\ \text{GPa}^{-1}=-27.2\times10^{-11}\ \text{Pa}^{-1}.$$

This is the reference for judging the step within the model. It is not converged in the number of subbands: including the higher ones and the scattering between them lowers $|\pi|$ by about 2%, to 0.267 GPa$^{-1}$, and $|T|$ by about 6%.

## Estimating the truncation before the derivative is known

The step formula seems circular, as it needs a third derivative in order to compute a first. The tolerance for a rough $T$ breaks the circle. One Monte Carlo run at zero stress supplies $s$ from the scatter of its samples, and also the contrast $c=1-\mu_4/\mu_2$. If the scattering is held fixed while the populations change, then $R=1/S$ with

$$S=\frac{1-cp(X)}{1-cp(0)} .$$

Let a prime now mean a derivative with respect to $u=gX/kT$. From $p'=-p(1-p)$,

$$p''=p(1-p)(1-2p),\qquad p'''=-p(1-p)(1-6p+6p^2).$$

With $p=0.1179$ these are $-0.1040$, $0.0795$ and $-0.0391$. The sampled contrast is $c=0.5676$, so each must be multiplied by $-c/(1-cp)=-0.6084$:

$$S'=0.0633,\qquad S''=-0.0484,\qquad S'''=0.0238 .$$

Differentiating $1/S$ three times and setting $S=1$ gives

$$R'''=-S'''+6S'S''-6S'^3=-0.0238-0.0184-0.0015=-0.0437 .$$

Returning to stress multiplies by $(g/kT)^3=(3.413)^3=39.8$ GPa$^{-3}$, hence $T\approx-0.0437\times39.8/6=-0.29$ GPa$^{-3}$. The full model, including the moving thresholds, has $T=-0.235$ GPa$^{-3}$. The estimate is 23% too large in magnitude, which matters little.

With 32000 sampled energies per resistivity, $s=0.001483$, and

$$h=\left(\frac{0.001483}{2\times0.2893}\right)^{1/3}=0.137\ \text{GPa}.$$

The full $T$ would give 0.147 GPa. By the flatness formula the rough estimate costs 0.9% in rms error.

## A limit that the formula cannot see

Taylor's expansion assumed a smooth resistivity, and phonon thresholds can spoil that. At $\delta=\hbar\omega_f+\hbar\omega_g=121$ meV the moving f-absorption threshold in $\Delta_2$ meets the fixed g-emission threshold. Let $\Gamma_0$ be the total rate below both, and $\Gamma_f$, $\Gamma_g$ the rates that open. Before the crossing, the moving threshold separates the times $1/\Gamma_0$ and $1/(\Gamma_0+\Gamma_f)$. After it, the times are $1/(\Gamma_0+\Gamma_g)$ and $1/(\Gamma_0+\Gamma_g+\Gamma_f)$. Their difference is smaller, so the slope of $\bar\tau$ jumps. The computed jump in $R'$ is about 0.022 GPa$^{-1}$, or 8% of $|\pi|$.

On the compressive side, the f-absorption threshold reaches zero energy at $\delta=59$ meV. Its weight $ae^{-a}$ vanishes there, so the slope is continuous, but the curvature is not. The distances are

$$\frac{121-90.28}{88.24}=0.348\ \text{GPa},\qquad \frac{90.28-59}{88.24}=0.354\ \text{GPa}.$$

With one subband per kind of valley, the Taylor argument therefore covers steps up to 0.348 GPa, and the chosen step lies well inside this range. Further subbands add thresholds that can cross sooner. Absorbing a g-phonon into the second $\Delta_2$ subband, 98 meV above the first, needs 36 meV, and the moving f-absorption threshold reaches that value at about 0.05 GPa. In this channel the resulting jump in $R'$ is about 0.004 GPa$^{-1}$, and two smaller jumps follow at 0.09 and 0.12 GPa. Together they change the truncation error at the chosen step from $Th^2\approx-0.0041$ to $-0.0028$ GPa$^{-1}$, so a model with more subbands should be checked for such kinks. For the one-subband model the program caps the step at 0.348 GPa as a limit of validity, not as an optimum. With noisier integration $h_*$ could exceed the limit, and more samples would bring it back.

## Does the balance hold?

The whole estimate was repeated 400 times at half, one and two times the chosen step, with independent energies for every resistivity. Errors are measured from the reference $\pi$, in GPa$^{-1}$.

| $h$ (MPa) | truncation | random spread | rms error |
|---|---|---|---|
| 68 | −0.0011 | 0.0147 | 0.0148 |
| 137 | −0.0043 | 0.0081 | 0.0093 |
| 274 | −0.0163 | 0.0040 | 0.0167 |

The smallest of the three rms errors is at the chosen step, where it is 3.4% of $|\pi|$. Noise dominates at half the step and truncation at twice the step. The law predicts 0.0088 at the chosen step, 5% below the measured value. A spread found from 400 repeats is itself uncertain by about $1/\sqrt{800}=3.5\%$ for nearly normal errors, so this difference is unremarkable.

More samples help slowly. Since $s\propto N^{-1/2}$ and the best rms error scales as $h_*^2\propto s^{2/3}$, it falls as $N^{-1/3}$ if the step is readjusted. Reaching 1% of $|\pi|$ from the optimum of 0.0088 needs about $(0.0088/0.0027)^3\approx35$ times as many samples, with a step near 80 MPa.

## Reusing the same energies

The $1/h$ noise came from independent errors. If the same sampled energies are used at all stresses, most of the error cancels in the difference. At 137 MPa the random spread falls from 0.0081 to 0.0004 GPa$^{-1}$. The old step is then too large, because truncation dominates.

At the two smaller steps the remaining noise has an identifiable main source. A sample lying between the f-absorption thresholds at $-h$ and $+h$ has different relaxation times in the two calculations. Let $P$ be the probability of this. The fraction of such samples fluctuates by $\sqrt{P(1-P)/N}$, which contributes a spread proportional to $\sqrt{P(1-P)}/h$. The zero-stress threshold is $a=31.28/25.85=1.21$, and $G$ gives $P=0.17$, 0.33 and 0.60 for the three steps. The predicted spread falls by factors 0.63 and 0.52 at successive doublings. The computed spreads, 0.00067, 0.00043 and 0.00020, fall by 0.64 and 0.47. The f-absorption crossings thus reproduce the trend roughly. Crossings of the f-emission threshold are left out of this estimate. They are rarer but change the relaxation time more, and at the largest step their contribution is comparable.

For small steps $P\propto h$, and the variance becomes $K/h$. Minimizing $T^2h^4+K/h$ gives $h^5=K/(4T^2)$. Taking $K$ from the spread at 68 MPa suggests a step near 40 MPa, an extrapolation that was not run. Even at 68 MPa, truncation and spread combine to 0.0013 GPa$^{-1}$, about seven times below the best independent result. Where the integration permits it, common energies are the better choice in this model, with their own step rule.

## How far the channel resembles a real one

The field and temperature are ordinary for a silicon transistor, but the mobility of 1137 cm$^2$/Vs is high for this field, partly because surface roughness and charged impurities are absent. Adding a stress-independent elastic rate equal to the $\Delta_2$ acoustic rate, 5.8 ps$^{-1}$, lowers the mobility to 637 cm$^2$/Vs and $|\pi|$ by 19%. On the repopulation part alone, a second $\Delta_2$ subband changes the coefficient by −1.8% through its population, and degeneracy at $5\times10^{11}$ cm$^{-2}$ by +3.5%. The field requires a total charge of $4.2\times10^{12}$ cm$^{-2}$, so this low electron density implies that most of the charge is in the depletion layer. For a band bending near 1 V that requires a doping of about $10^{18}$ cm$^{-3}$, so the impurity scattering left out here can matter in a real channel. With $4\times10^{12}$ electrons per cm$^2$ the same correction to the repopulation part is about +27%. Fermi weighting of the relaxation time and Pauli blocking of the final states offset much of it: in the same well the whole $|\pi|$ rises by about 8%, and by 1.6% at the lower density. At the higher density the electrons also carry most of the charge, so the field is no longer uniform across the well. Nonparabolicity, measured by 0.5 eV$^{-1}$ times the level energies, is 7 to 11%, and its effect on $\pi$ was not computed. The in-plane strain per GPa is 2% of $|\pi|$, which sets the scale of dimensional corrections. For a uniform field, a gap of 1.12 eV and a tunnelling mass of 0.2 $m_e$, the interband tunnelling exponent is about 56 for a triangular barrier and 33 for a parabolic one. A mass of 0.1 $m_e$ lowers these to 39 and 23, and interband tunnelling remains negligible. At 400 K, with the well and material parameters held fixed, $\pi$ becomes −0.37 GPa$^{-1}$: the larger $\Delta_4$ population outweighs the factor $1/kT$. The truncation coefficient $T$ changes as well, from −0.235 to −0.047 GPa$^{-3}$, so a step chosen at 300 K should be recalculated at 400 K. The estimate with fixed scattering is a poorer guide there: it gives −0.117 GPa$^{-3}$, about 2.5 times too large in magnitude. The numerical output follows.

## Table of computed values

```
field 0.65 MV/cm, temperature 300 K, kT 25.852 meV
masses ml 0.916, mt 0.19 m_e; Xi_u 9.0 eV
C11 166, C12 64 GPa; density 2329 kg/m3
sound speed 9000 m/s; acoustic potential 12 eV
f phonon 59 meV, coupling 3.0e+08 eV/cm
g phonon 62 meV, coupling 1.1e+09 eV/cm
levels: Delta2 130.96, Delta4 221.24 meV
zero-stress splitting 90.28 meV, slope 88.24 meV/GPa
overlaps zz, pp, zp: 0.4844, 0.2867, 0.2787 1/nm
Delta2 acoustic rate 5.802 1/ps
Delta2 f-absorption: formula 0.2396, sum 0.2396 1/ps
mean times Delta2, Delta4: 0.13163, 0.09427 ps
mobilities Delta2, Delta4: 1218.5, 526.9 cm2/Vs
Delta4 population 0.11791; total mobility 1137.0 cm2/Vs
mobility at 0.1 GPa: formula 1164.82, k-space 1164.77 cm2/Vs
pi from repopulation -0.21595 1/GPa
pi from moving thresholds -0.05648 1/GPa
reference pi -0.27243 1/GPa = -27.24 e-11/Pa
samples per resistivity 32000, repeats 400
relative noise s 0.001483
sampled contrast c 0.56764
T: frozen -0.28934, full model -0.23504 1/GPa^3
step: chosen 136.9, full-T optimum 146.7 MPa
step cap 348.2 MPa; predicted rms loss factor 1.0092
actual truncation / T h^2 at chosen step 0.9826
threshold crossing 348.2 MPa, slope jump 0.02170 1/GPa
errors below in 1/GPa; common = same energies at all stresses
h 68.4 MPa: truncation -0.00110, spread 0.01472
  rms 0.01479, law 0.01537, common spread 0.00067
h 136.9 MPa: truncation -0.00433, spread 0.00807
  rms 0.00927, law 0.00884, common spread 0.00043
h 273.7 MPa: truncation -0.01631, spread 0.00402
  rms 0.01668, law 0.01802, common spread 0.00020
rms error / |pi| at chosen step 3.40 %
second Delta2 subband: 98.01 meV above first
  its weight 0.0226, repopulation pi change -1.83 %
degeneracy at 5.0e+11 cm^-2: repopulation pi change 3.54 %
extra elastic rate 5.802 1/ps: mobility 637.0 cm2/Vs
  pi -0.22129 1/GPa, change -18.77 %
at 400 K: mobility 705.9 cm2/Vs, pi -0.37098 1/GPa
nonparabolicity 0.5/eV times levels: 6.55, 11.06 %
in-plane strain 0.00554 per GPa, 2.03 % of |pi|
charge supporting the field 4.20e+12 cm^-2
interband tunnelling exponent 55.7 (gap 1.12 eV, 0.2 m_e)
```
